# Why a Wide Clamp Changes a Cantilever Stress Reading

**Question.** A film under equal biaxial stress bends the cantilever on which it lies, and the stress is read from the bending along the length. Why should a clamp that holds the cantilever flat across its width change this reading, and by how much?

**Answer.**

**The mechanism**

A film with equal stress in both directions tries to bend its substrate into a shallow bowl. The two curvatures of the bowl are not independent. Bending a plate about one axis stretches one face and compresses the other, and by the Poisson effect each face responds sideways with the opposite sign. Transverse bending of the bowl therefore works against longitudinal bending.

A clamp that keeps the cantilever flat across its width removes this opposition, and the longitudinal curvature grows. To leading order in the ratio of film to substrate thickness, the film stress is the same as before. What has changed is the relation between stress and curvature.

**The free plate**

Let $x$ run along the cantilever from the clamp, $y$ across its width, and $z$ through its thickness from the substrate midplane towards the film. The substrate is uniform and isotropic, with thickness $h$, Young modulus $E_s$ and Poisson ratio $\nu_s$. The film has thickness $t\ll h$ and stress $\sigma$ in both directions, positive in tension. Deflections $w$, positive towards the film side, are small compared with $h$. Curvatures $\kappa_x=\partial^2w/\partial x^2$ and $\kappa_y=\partial^2w/\partial y^2$ are then positive when the film side is concave.

The strain at height $z$ is $\varepsilon_x=e_x-z\kappa_x$, and likewise for $y$, where $e_x$ and $e_y$ are midplane strains. No stress acts through the thickness, so in the substrate

$$\sigma_x=\frac{E_s}{1-\nu_s^2}(\varepsilon_x+\nu_s\varepsilon_y).$$

The bending moment per unit width is $M_x=-\int\sigma_x z\,dz$, taken from $-h/2$ to $h/2$. The midplane strains drop out because $\int z\,dz=0$, while $\int z^2dz=h^3/12$. Hence

$$M_x=D(\kappa_x+\nu_s\kappa_y),\qquad M_y=D(\kappa_y+\nu_s\kappa_x),\qquad D=\frac{E_sh^3}{12(1-\nu_s^2)}.$$

The film carries the force $\sigma t$ per unit width at height $h/2$, to leading order in $t/h$. Its contribution to $-\int\sigma_xz\,dz$ is $-\sigma th/2$. In a free plate the film and substrate moments sum to zero, so the substrate moment in each direction is

$$M=\frac{\sigma th}{2}.$$

By symmetry $\kappa_x=\kappa_y=\kappa_0$. Then $M=D(1+\nu_s)\kappa_0$, and with $1-\nu_s^2=(1-\nu_s)(1+\nu_s)$,

$$\kappa_0=\frac{M}{D(1+\nu_s)}=\frac{\sigma th}{2}\,\frac{12(1-\nu_s^2)}{E_sh^3(1+\nu_s)}=\frac{6\sigma t(1-\nu_s)}{E_sh^2}.$$

This is the Stoney formula.

**Transverse curvature held at zero**

Now let a constraint impose $\kappa_y=0$ everywhere, with $\sigma$ fixed. Nothing external acts on the longitudinal moment, so $M_x=M$ still holds and

$$\kappa_x=\frac{M}{D}=(1+\nu_s)\kappa_0.$$

The origin of the extra curvature can be traced through the moment $m_y$ that the constraint supplies. Transverse balance is $M_y=M+m_y$. With $\kappa_y=0$ the substrate moment is $M_y=\nu_sD\kappa_x=\nu_sM$, so

$$m_y=-(1-\nu_s)M.$$

To find what $m_y$ does to $\kappa_x$, subtract $\nu_sM_y$ from $M_x$. The terms in $\kappa_y$ cancel:

$$M_x-\nu_sM_y=D(1-\nu_s^2)\kappa_x.$$

The constraint adds $m_y$ to $M_y$ and nothing to $M_x$. It therefore changes the longitudinal curvature by

$$\Delta\kappa_x=\frac{-\nu_sm_y}{D(1-\nu_s^2)}=\frac{\nu_s(1-\nu_s)M}{D(1-\nu_s^2)}=\frac{\nu_sM}{D(1+\nu_s)}=\nu_s\kappa_0.$$

**Why equal biaxial stress matters**

Suppose instead that the film stresses are $\sigma_x=\sigma$ and $\sigma_y=r\sigma$. The free plate has $M_x=M$ and $M_y=rM$, so its longitudinal curvature is $(1-\nu_sr)M/[D(1-\nu_s^2)]$. Holding $\kappa_y=0$ again gives $M/D$. The ratio is

$$\frac{\kappa_x^{\rm held}}{\kappa_x^{\rm free}}=\frac{1-\nu_s^2}{1-\nu_sr}.$$

For $r=1$ this is $1+\nu_s$. For $r=\nu_s$ it is one: the free plate then has $\kappa_y\propto M_y-\nu_sM_x=0$, and there is nothing to suppress. For uniaxial stress along the beam, $r=0$, it is $1-\nu_s^2$, so the constraint lowers the reading. With $\nu_s=0.25$ the ratios for $r=1$, $0.25$ and $0$ are 1.25, 1 and 0.9375.

**What a real clamp does**

A rigid clamp imposes $w=0$ and $\partial w/\partial x=0$ along the line $x=0$. Transverse curvature vanishes on that line, but further out the plate can recover its bowl shape. The full factor therefore cannot be assumed for a reading taken over the whole cantilever. Nor does it hold point by point at the clamp, whose reaction adds a longitudinal moment that varies across the width.

Partial suppression obeys a simple balance. Cut the cantilever at any $x$. The part beyond the cut has free edges and carries no load, so the total moment transmitted through the cut, film included, must vanish:

$$\int_{-b/2}^{b/2}\left[D(\kappa_x+\nu_s\kappa_y)-M\right]dy=0,$$

where $b$ is the width. Write $\langle\cdot\rangle$ for an average over the width, divide by $Db$, and use $M/D=(1+\nu_s)\kappa_0$:

$$\langle\kappa_x\rangle=(1+\nu_s)\kappa_0-\nu_s\langle\kappa_y\rangle=\kappa_0(1+\nu_sf),\qquad f(x)=1-\frac{\langle\kappa_y\rangle}{\kappa_0}.$$

Here $f$ is the suppressed fraction: one at the clamp, zero where the free shape has returned.

The clamp fixes the slope to zero at $x=0$, so integrating $\langle\kappa_x\rangle$ gives the mean slope at the tip of a cantilever of length $L$:

$$\langle\theta(L)\rangle=\kappa_0L\left(1+\frac{\nu_s}{L}\int_0^Lf\,dx\right).$$

If $\nu_s=0$, the mean slope is unchanged however strongly the clamp suppresses transverse bending. This separates the Poisson coupling from the suppression itself.

*Long cantilever.* At $x=0$ the balance says that the clamp exerts no net moment. Its self-balanced reaction disturbs the plate over a distance set by $b$, the one in-plane length available when $L\gg b$. The integral of $f$ then tends to a length $\ell$ proportional to $b$, and the slope factor becomes $1+\nu_s\ell/L$.

Tip deflection weights the curvature near the clamp more heavily:

$$\langle w(L)\rangle=\int_0^L(L-x)\langle\kappa_x\rangle dx=\frac{\kappa_0L^2}{2}\left[1+\frac{2\nu_s\ell}{L}\left(1-\frac{\bar x}{L}\right)\right],$$

where $\bar x=\int xf\,dx/\ell$ is the mean position of the suppression. To leading order in $b/L$, the relative excess in deflection is twice that in slope.

A spot on the centre line sees slightly less than this mean. Near the tip the free bowl has returned, so $w$ contains $\kappa_0y^2/2$, whose width average is $\kappa_0b^2/24$. The centre lies lower than the mean by that amount, which subtracts $b^2/(12L^2)$ from the deflection factor.

*Wide cantilever.* If $b\gg L$, the region far from the side edges cannot depend on $y$. There $\kappa_y=0$, and the local curvature approaches $(1+\nu_s)\kappa_0$.

**The numbers**

Take round model parameters: $E_s=150$ GPa, $\nu_s=0.25$, $h=100$ µm, $t=100$ nm, $\sigma=200$ MPa, $L=10$ mm and $b=5$ mm. The moment per width is

$$M=\frac{(200\times10^6)(10^{-7})(10^{-4})}{2}\ \mathrm{N}=1.0\ \mathrm{mN},$$

and $D=13.33$ mN m. Thus $M/D=0.075\ \mathrm{m^{-1}}$ and $\kappa_0=0.075/1.25=0.060\ \mathrm{m^{-1}}$. Full suppression reduces the radius of curvature from 16.7 m to 13.3 m.

The thin-film approximation costs little here. A two-layer calculation with film modulus 100 GPa and film Poisson ratio 0.40 gives a free curvature of 0.05986 m$^{-1}$, about 0.2% below the Stoney value, and a held-to-free ratio of 1.2503.

For the clamped plate, the shape follows from minimizing

$$U=\int\!\!\int\left\{\frac D2\left[\kappa_x^2+\kappa_y^2+2\nu_s\kappa_x\kappa_y+2(1-\nu_s)\kappa_{xy}^2\right]-M(\kappa_x+\kappa_y)\right\}dx\,dy,$$

with $\kappa_{xy}=\partial^2w/\partial x\partial y$ and the clamp conditions imposed on a polynomial form of $w$. For $L/b=4$, the width-averaged curvatures are:

| $x/b$ | $\langle\kappa_x\rangle/\kappa_0$ | $\langle\kappa_y\rangle/\kappa_0$ |
|---|---|---|
| 0.10 | 1.20 | 0.21 |
| 0.50 | 1.07 | 0.70 |
| 1.00 | 1.02 | 0.91 |
| 2.00 | 1.00 | 0.99 |

At half a width from the clamp, the section balance predicts $1.25-0.25\times0.70=1.075$, which agrees with the table to within 0.01. These are width averages, not centre-line values. Close to the clamp the two differ: at $x/b=0.10$ the curvature on the centre line is below $\kappa_0$, although the average is above it. Two widths away, a local curvature measurement needs almost no correction.

The suppression length is $\ell=0.413b$ for both $L/b=3$ and $L/b=6$ once the basis is converged, which confirms that it scales with the width. (The value 0.4145 printed below for $L/b=6$ is about 0.002 too high because the polynomial basis is finite.) In the example, $L/b=2$, the predicted slope factor is $1+0.25\times0.413/2=1.052$; the computed mean is also 1.052. At $\nu_s=0$ and $L/b=1$, the mean slope factor is 1.00000 although the length average of $f$ is 0.431, as the mechanism requires.

The centre of the tip deflects by 3.19 µm, against $\kappa_0L^2/2=3.00$ µm for free bending. Both are small compared with $h$. The factor is 1.062, while the centre slope factor is 1.051. The deflection excess is not yet twice the slope excess, because the terms of order $(b/L)^2$ still count. For $L/b=6$ the ratio of the excesses in width-averaged deflection and slope is 1.87.

Reading the stress with the free Stoney formula, using $\kappa=\theta/L$ or $\kappa=2w/L^2$, gives:

- 210 MPa from the centre slope;
- 212 MPa from the centre deflection;
- 250 MPa if transverse curvature were suppressed everywhere.

The actual film stress is 200 MPa in each case. The last error, 25% of the actual stress, is approached locally in a very wide plate: for $L/b=0.1$, the centre curvature at mid-length is $1.249\kappa_0$. It would be a poor correction for the $10\times5$ mm cantilever, whose readings are high by 5 to 6%.

**Real cantilevers**

For a long cantilever, the excess in mean tip slope falls as $b/L$. The centre deflection is less simple, because the term $-b^2/(12L^2)$ competes with the Poisson term. For $\nu_s=0.25$ its factor stays near 1.07 from $L/b=0.75$ to 1.5. For $\nu_s=0.06$ it is 0.96 at $L/b=0.5$, 1.00 at $L/b=2$ and 1.006 at $L/b=3$ to 5, so a short cantilever can read low. For $L/b=5$ and $\nu_s=0.25$, the model gives a slope excess of $0.25\times0.413/5\approx2\%$. Crystalline silicon breaks the assumption of isotropy. On a (001) surface its Poisson ratio is roughly 0.06 for a beam along $\langle110\rangle$ and 0.28 along $\langle100\rangle$. Along these symmetry axes the two bending stiffnesses are equal, so the argument for full suppression carries over with that directional ratio, and the factor moves from 1.25 to about 1.06 or 1.28. The value of $\ell/b$ found here need not carry over, since it also depends on the twisting stiffness. A mount that yields or rotates breaks the rigid-clamp conditions as well; its effect depends on the mount and is not included in these numbers.

A correction must therefore match the measured quantity, the aspect ratio and the stress state. The numerical output below lists the factors for other values of $L/b$.

## Table of computed values

```
substrate: E = 150 GPa, nu_s = 0.25, h = 100 um
film: E = 100 GPa, nu_f = 0.40, t = 100 nm, stress = 200 MPa
cantilever: L = 10 mm, b = 5 mm
film moment per width M = 1.0000 mN
plate rigidity D = 13.3333 mN m
free curvature k0, thin film = 0.06000 1/m
suppressed curvature M/D = 0.07500 1/m
free radius = 16.667 m, suppressed radius = 13.333 m
two-layer free curvature = 0.05986 1/m
two-layer suppressed curvature = 0.07485 1/m
two-layer ratio = 1.25033
thin-limit ratio (t/h = 1e-6) = 1.250000
constraint moment / M, thin limit = -0.75000
stress ratio sy/sx = -1.00: suppressed/free kx = 0.7500
stress ratio sy/sx =  0.00: suppressed/free kx = 0.9375
stress ratio sy/sx =  0.25: suppressed/free kx = 1.0000
stress ratio sy/sx =  1.00: suppressed/free kx = 1.2500
largest section-law error = 1.3e-03 (units of k0)
nu_s = 0, L/b = 1: mean slope factor = 1.00000, mean f = 0.431
profile for L/b = 4, width averages in units of k0
  x/b = 0.10: kx = 1.199, ky = 0.210
  x/b = 0.25: kx = 1.138, ky = 0.443
  x/b = 0.50: kx = 1.074, ky = 0.701
  x/b = 1.00: kx = 1.021, ky = 0.913
  x/b = 2.00: kx = 1.002, ky = 0.994
suppression length ell/b: L/b=3 0.4131, L/b=6 0.4145
deflection excess / slope excess, L/b=6 = 1.866
centre kx/k0 at mid-length, L/b=0.1 = 1.2494
tip factors: mean slope, centre slope, centre deflection
  L/b = 0.5: 1.1681, 1.1464, 1.0912
  L/b = 1.0: 1.1015, 1.0962, 1.0693
  L/b = 2.0: 1.0516, 1.0514, 1.0623
  L/b = 4.0: 1.0259, 1.0259, 1.0414
free tip deflection k0 L^2/2 = 3.000 um
clamped centre tip deflection = 3.187 um
apparent stress from centre slope = 210.3 MPa
apparent stress from centre deflection = 212.5 MPa
apparent stress, full suppression = 250.0 MPa
```
